# Thermal Noise of a Saturated Constant-Mobility Thin-Film Transistor Channel

## Result and conventions

A long thin-film transistor of constant mobility, biased in saturation and held at fixed terminal voltages, has a thermal drain-current noise density

$$S_I = 4kT\cdot\tfrac{2}{3}\,g_m. \tag{1}$$

Here $T$ is the channel temperature and $g_m=\partial I/\partial V_G$ is the saturated transconductance. The density is one-sided: integrating $S_I$ over positive frequencies gives the mean square of the current fluctuation.

Take an n-channel device with source at $x=0$ and drain at $x=L$. The channel potential $V(x)$ is measured from the source, so $V(0)=0$ and $V(L)=V_D$. The gate voltage exceeds threshold by the overdrive $V_{ov}$. Let $C$ be the gate capacitance per area, $W$ the width and $\mu$ the mobility. The derivation assumes that

- the potential varies slowly along $x$, so that the gate sets the local charge (gradual channel);
- the mobile charge per area has magnitude $Cq$ with $q=V_{ov}-V$, and there is no separate body charge;
- drift carries the current, and the carriers are close to the lattice temperature;
- the frequency is far below the transit frequency $f_T$, and flicker noise is left out.

The effects left out by the last two assumptions are estimated below.

## Steady current and transconductance

Count the drain current $I$ positive when it enters the drain and flows towards the source. A channel element of length $dx$ has conductance $g/dx$, where

$$g(V)=K\,(V_{ov}-V),\qquad K=W\mu C. \tag{2}$$

Thus $g$ is a conductance times a length. Ohm's law for the element is

$$I=g(V)\,\frac{dV}{dx}. \tag{3}$$

In the steady state $I$ does not depend on $x$. Integrating (3) over the channel gives

$$IL=\int_0^{V_D}g\,dV=K\left(V_{ov}V_D-\tfrac12V_D^2\right). \tag{4}$$

Saturation begins at $V_D=V_{ov}$, where the charge at the drain end vanishes in this model:

$$I=\frac{KV_{ov}^2}{2L},\qquad g_m=\frac{\partial I}{\partial V_{ov}}=\frac{KV_{ov}}{L}. \tag{5}$$

For larger $V_D$ the extra voltage is taken to drop across a pinched-off region of negligible length that adds no noise. Equations (5) then continue to hold.

## The local noise source

A short element near local equilibrium is a resistor at temperature $T$. Nyquist's theorem gives it a parallel current source of density $4kT$ times its conductance, $4kTg/dx$. Call this source current $h(x)$. Thermal agitation in different elements is uncorrelated, so the cross-spectral density of the sources is

$$S_h(x,x')=4kT\,g(x)\,\delta(x-x'). \tag{6}$$

Averaging $h$ over an element of length $\Delta x$ divides the double integral of (6), which is $4kTg\,\Delta x$, by $\Delta x^2$. The result is $4kTg/\Delta x$, as required.

## From a local source to the drain

The source $h$ disturbs the potential by $v(x)$ and the current by $\delta I$. Adding the source to (3) gives

$$I+\delta I=g(V+v)\,\frac{d(V+v)}{dx}+h .$$

Expand $g(V+v)=g+(dg/dV)\,v$, subtract (3) and drop products of small quantities:

$$\delta I=g\frac{dv}{dx}+\frac{dg}{dV}\frac{dV}{dx}\,v+h
=\frac{d}{dx}(gv)+h. \tag{7}$$

The middle term is the response of the local conductance to the disturbed potential. Since $(dg/dV)(dV/dx)=dg/dx$, it completes a total derivative.

At low frequency no charge accumulates, so $\delta I$ is the same at every $x$. Integrating (7) from source to drain yields

$$L\,\delta I=\big[gv\big]_0^L+\int_0^Lh\,dx .$$

The fixed terminal voltages make $v(0)=v(L)=0$, and the bracket vanishes. Hence

$$\delta I=\frac1L\int_0^L h(x)\,dx. \tag{8}$$

An element of length $dx$ passes the fraction $dx/L$ of its source current to the drain, wherever it lies. For saturation, (8) is used at $V_D<V_{ov}$ and the limit $V_D\to V_{ov}$ is taken in the final density, so no division by the vanishing conductance at the drain is needed.

## Adding the sources

The density of (8) follows from (6):

$$S_I=\frac1{L^2}\int_0^L\!\!\int_0^L S_h(x,x')\,dx\,dx'
=\frac{4kT}{L^2}\int_0^Lg\,dx. \tag{9}$$

By (3), $dx=g\,dV/I$, which turns (9) into an integral over potential:

$$S_I=\frac{4kT}{L^2I}\int_0^{V_D}g^2\,dV. \tag{10}$$

Insert (2) and write $q_s=V_{ov}$ and $q_d=V_{ov}-V_D$ for the local overdrives at source and drain. With $dV=-dq$,

$$\int_0^{V_D}g^2dV=\frac{K^2}{3}(q_s^3-q_d^3),\qquad
I=\frac{K}{2L}(q_s^2-q_d^2).$$

Dividing and cancelling the common factor $q_s-q_d$ gives

$$S_I=4kT\,\frac KL\cdot\frac23\,\frac{q_s^2+q_sq_d+q_d^2}{q_s+q_d}. \tag{11}$$

In saturation $q_d\to0$, and the last fraction becomes $q_s=V_{ov}$. Therefore $S_I=4kT\cdot\frac23\,KV_{ov}/L$, which is (1) by (5).

At $V_D=0$ we have $q_d=q_s$, and (11) becomes $4kTKV_{ov}/L$. This is Nyquist noise of the whole channel, whose conductance is $KV_{ov}/L$. That zero-bias conductance equals the saturated $g_m$ at the same overdrive. With $\rho=q_d/q_s$, the noise relative to its zero-bias value is $\frac23(1+\rho+\rho^2)/(1+\rho)$. Its derivative with respect to $\rho$ is $\frac23(\rho^2+2\rho)/(1+\rho)^2\ge0$, so at fixed overdrive the noise falls steadily from 1 to $2/3$ of that value as $V_D$ rises to saturation.

The triode transconductance behaves differently. Differentiating (4) at fixed $V_D$ gives $g_m=KV_D/L$, which vanishes at zero drain bias while the noise does not. The ratio $S_I/(4kTg_m)$ then diverges. The factor $2/3$ therefore belongs to saturation.

## Where the noise arises

Integrating (3) from the source to a point $x$ in saturation gives $K(V_{ov}^2-q^2)/2=Ix$. With (5),

$$q(x)=V_{ov}\sqrt{1-x/L}. \tag{12}$$

The channel mean of the square root is $\int_0^1\sqrt u\,du=2/3$. By (9) the noise is proportional to the mean of $g$, so the factor $2/3$ is the mean mobile charge divided by the charge at the source.

The last fraction $s$ of the length contributes the share

$$\frac{\int_0^s\sqrt u\,du}{\int_0^1\sqrt u\,du}=s^{3/2}. \tag{13}$$

The last tenth supplies 3.16 % of the noise. The result is thus insensitive to the drain end, where the gradual-channel picture fails.

## Mobility that depends on charge

The filling of traps can make the effective mobility rise with carrier density. Let $\mu\propto q^a$, so that $g=Aq^{1+a}$ with constant $A$. The conductance still depends on the local potential alone, and (7) to (10) remain valid. In saturation

$$I=\frac{AV_{ov}^{2+a}}{(2+a)L},\qquad g_m=\frac{AV_{ov}^{1+a}}{L},\qquad
\int_0^{V_{ov}}g^2dV=\frac{A^2V_{ov}^{3+2a}}{3+2a}.$$

Substitution in (10) gives

$$\gamma\equiv\frac{S_I}{4kTg_m}=\frac{2+a}{3+2a}. \tag{14}$$

For $a=0$ this is $2/3$; for $a=0.3$ it is 0.639, which is 4 % lower. A mobility that depends on the lateral field lies outside this argument, because $g$ would then depend on $dV/dx$ and (7) would gain a term.

## Diffusion and the weak-accumulation limit

Let $\psi$ be the electrostatic potential in the channel, $q_e$ the elementary charge and $v_t=kT/q_e$. With diffusion included,

$$I=K\left(q\frac{d\psi}{dx}-v_t\frac{dq}{dx}\right).$$

For nondegenerate carriers $q\propto e^{(\psi-V_F)/v_t}$, where $V_F$ is the quasi-Fermi potential. Differentiating its logarithm gives $v_t\,dq=q(d\psi-dV_F)$, and the current becomes $I=Kq\,dV_F/dx$. Equation (3) is recovered with $V_F$ in place of $V$, and the Johnson source of an element keeps its form.

The gate relation is $q=\text{const}-\psi$, so $dV_F=d\psi-v_t\,dq/q=-(1+v_t/q)\,dq$. Deep in saturation $q$ runs from $q_s$ to zero:

$$\int g\,dV_F=K\left(\tfrac12q_s^2+v_tq_s\right),\qquad
\int g^2dV_F=K^2\left(\tfrac13q_s^3+\tfrac12v_tq_s^2\right).$$

Since $g$ depends on $V_{ov}-V_F$, differentiating $IL=\int_0^\infty g\,dV_F$ with respect to $V_{ov}$ leaves the value of $g$ at the source, and $g_m=Kq_s/L$. Hence

$$\gamma=\frac{\frac13q_s+\frac12v_t}{\frac12q_s+v_t}
=\frac23\,\frac{q_s+\frac32v_t}{q_s+2v_t}. \tag{15}$$

Strong accumulation, $q_s\gg v_t$, restores $2/3$. In weak accumulation, $q_s\ll v_t$, the factor is $1/2$ and $I=Kv_tq_s/L=g_mv_t$. The density is then $S_I=2kTg_m=2q_eI$, the shot-noise value. In this model the thermal and shot-noise expressions are two limits of the same sum over local sources. The shot-noise value needs the ideal subthreshold swing of a trap-free film. If traps stretch the swing by a factor $n$, so that $g\propto e^{(V_G-V_F)/nv_t}$, then $\gamma$ stays $1/2$ but $I=ng_mv_t$, and the thermal sum gives $2q_eI/n$, with the noise of trapping itself left out.

## Source resistance

Let a contact resistance $R_s$, with Johnson voltage $e$, join the source end of the channel to ground. A current change $\delta I$ raises that end by $R_s\delta I+e$. In saturation, with gate signal $v_g$ and channel noise $i_n$,

$$\delta I=g_m(v_g-R_s\delta I-e)+i_n .$$

With $r=g_mR_s$ this is $\delta I=(g_mv_g-g_me+i_n)/(1+r)$. The external transconductance is $g_m/(1+r)$. The noise density is $4kTg_m(\frac23+r)/(1+r)^2$, because $e$ contributes $g_m^2\,4kTR_s$. Dividing this density by $4kT$ times the external transconductance gives

$$\gamma_{ext}=\frac{\frac23+r}{1+r}. \tag{16}$$

## Frequency and flicker noise

At finite frequency the channel stores charge. The electron charge per length is $-WCq$ and the current along $+x$ is $-I$, so charge conservation gives $\partial(\delta I)/\partial x=WC\,\partial v/\partial t$. The current is no longer uniform, and (8) becomes an approximation. A spectral density of real currents is even in frequency, so for a smooth response its first correction is of order $f^2$.

The frequency scale follows from the channel charge. By (12) its magnitude is $\frac23WLCV_{ov}$, so the gate capacitance in saturation is $\frac23WLC$ and

$$f_T=\frac{g_m}{2\pi\cdot\frac23WLC}=\frac{3\mu V_{ov}}{4\pi L^2}. \tag{17}$$

Flicker noise can be estimated with Hooge's empirical rule: the relative conductance noise of an element with $N$ carriers has density $\alpha_H/(fN)$. The corresponding source current has density $\alpha_HI^2/(fN)$, with $N=WCq\,dx/q_e=g\,dx/(\mu q_e)$. Well below $f_T$ each element reaches the drain with weight $dx/L$, and $dx/g=dV/I$ by (3). At the onset of saturation, $V_D=V_{ov}$,

$$S_{fl}=\frac{\alpha_Hq_e\mu I^2}{fL^2}\int_0^L\frac{dx}{g}
=\frac{\alpha_Hq_e\mu IV_{ov}}{fL^2}. \tag{18}$$

The drain end counts for much more here than in the thermal noise. Since $1/g$ varies as $1/\sqrt{1-x/L}$ by (12), the last fraction $s$ of the length contributes the share $\sqrt s$ of (18), which is 32 % for the last tenth. At larger $V_D$ the pinched-off region can add flicker noise that (18) leaves out.

Setting (18) equal to (1), with $I=g_mV_{ov}/2$ from (5), defines the corner frequency:

$$f_c=\frac{3\alpha_H\mu V_{ov}^2}{16\,v_tL^2},\qquad
\frac{f_c}{f_T}=\frac{\pi\alpha_HV_{ov}}{4v_t}. \tag{19}$$

The ratio does not contain $L$ or $\mu$. Within this model, at fixed $\alpha_H$ and temperature, a shorter channel does not widen the white region relative to $f_T$. A lower overdrive does if the drain voltage is lowered with it, so that the device stays at the onset of saturation, and if drift still dominates.

## A worked example

Consider an indium-gallium-zinc-oxide transistor with rough typical parameters: $\mu=10$ cm²/Vs, a 100 nm silicon dioxide gate insulator with $C=34.53$ nF/cm², $W=100$ µm, $L=10$ µm, $V_{ov}=5$ V, $V_D=8$ V and $T=300$ K. Equations (5) give

$$I=\tfrac12(10)(34.53\times10^{-9})\tfrac{100}{10}(5)^2\ \text{A}=43.2\ \mu\text{A},$$

$$g_m=\frac{2I}{V_{ov}}=17.3\ \mu\text{S}.$$

From (1),

$$S_I=\tfrac83(1.381\times10^{-23})(300)(17.27\times10^{-6})=1.91\times10^{-25}\ \text{A}^2/\text{Hz}.$$

The square root is 0.437 pA/√Hz. Dividing by $g_m$ refers it to the gate as 25.3 nV/√Hz.

As a test of (8) and (1), the channel was divided into 400 slices with separate noise sources. The nonlinear current equations were solved, the network was linearized, and $g_m$ was found from current differences. The sum gives $\gamma=0.66664$. It lies slightly below $2/3$ because each slice uses the mean of its two end charges, and a chord lies below the concave profile (12). At $V_D=2$ V the same chain gives 0.817 of the zero-bias noise, in agreement with (11), where $q_s=5$ V and $q_d=3$ V. Relative to the triode transconductance, $\gamma$ is 2.04.

With channel capacitance added, the white noise rises by 0.1 % at 1.81 MHz and by 5 % at $f_T=11.9$ MHz. Doubling the frequency from $0.05f_T$ to $0.1f_T$ multiplies the excess by four to within 5 %, as expected for a second-order correction.

## The model beside a real device

In a device with these parameters a white plateau at the level (1) may be hard to observe. Hooge parameters of $10^{-3}$ and $10^{-2}$, taken as rough values, put the flicker corner (19) at 1.81 MHz and 18.1 MHz. These values hold at the onset of saturation; at $V_D=8$ V any flicker noise from the pinched-off region comes on top. If Hooge's rule is applied there too, with $V_F$ in place of $V$, then $I\int dx/g=V_D$ and (18) grows by $V_D/V_{ov}=1.6$. In the first case less than a decade separates the corner from $f_T$. Extrapolating (18) puts flicker noise at 15 % of the white level at $f_T$, but channel capacitance strengthens the transfer from the drain end, where the flicker sources are concentrated, and raises this to about 23 %. In the second case (19) falls above $f_T$, where (18) no longer holds, so 18.1 MHz is only a nominal corner; flicker noise exceeds the white noise at all frequencies up to $f_T$, and no white region exists there. Gate overlap capacitance, omitted from (17), lowers $f_T$ further. Of the effects estimated here, flicker noise changes the total noise most at frequencies up to $f_T$.

The other corrections are smaller. A mobility exponent of 0.3 lowers $\gamma$ by 4 %, and diffusion lowers it by 0.3 %. A source resistance of 1000 Ω gives $r=0.017$ and $\gamma_{ext}=0.672$. The sheet density at the source is 0.29 of $kT$ times the density of states of one two-dimensional subband with mass 0.34 electron masses. Boltzmann statistics are therefore a fair approximation there, and they enter the small diffusion correction, not (1). The gate field is 0.50 MV/cm, far below the rough 10 MV/cm at which good silicon dioxide breaks down.

Self-heating follows from the dissipated 0.345 mW. A point source of power $P$ on a thick substrate of conductivity $\kappa$ raises the surface temperature at distance $r'$ by $P/(2\pi\kappa r')$. Spread the power evenly over the channel and cut the rectangle into eight right triangles meeting at its centre. A triangle with legs $b$ (from the centre) and $c$ contributes $\int dA/r'=b\,\text{arsinh}(c/b)$, and the sum gives the central rise

$$\Delta T=\frac{P}{\pi\kappa WL}\left[L\,\text{arsinh}\frac WL+W\,\text{arsinh}\frac LW\right]. \tag{20}$$

For glass with $\kappa=1.1$ W/(m K) this is about 4 K, which raises $S_I$ by about 1 % at fixed $g_m$. The estimate is rough: in saturation the heat is released mostly towards the drain, and heat flow through the electrodes is neglected.

The field also heats the carriers themselves. Balancing the power $q_e\mu E^2$ per carrier against energy loss in a time $\tau$ gives $\frac32k\Delta T_e=q_e\mu\langle E^2\rangle\tau$. Weighted by the local noise,

$$\langle E^2\rangle=\frac{\int gE^2dx}{\int g\,dx}=\frac{IV_{ov}}{\frac23KV_{ov}L}=\frac34\left(\frac{V_{ov}}L\right)^2,$$

because $gE=I$. An assumed $\tau$ of 1 ps yields 1.5 K, or 0.5 % in noise. For a strictly two-dimensional gas $\frac32k$ becomes $k$, and the rise is 2.2 K, or 0.7 %.

Near the drain, (12) gives a lateral field $V_{ov}/(2L\sqrt u)$ with $u=1-x/L$, while the oxide field is $V_{ov}\sqrt u/t_{ox}$. They are equal at $u=t_{ox}/(2L)=0.005$, which is 50 nm from the drain. By (13) the model assigns this end 0.035 % of the noise. Compared instead with the vertical field inside a film of relative permittivity 10, the point moves to 128 nm and the share to 0.15 %. The estimate shows how little (1) relies on that region; it does not describe the noise of a real pinched-off region under high field. In short channels, where such a region and field-dependent mobility matter, the factor $2/3$ loses its justification.

The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
Temperature: 300 K; kT/q: 25.85 mV
Mobility: 10 cm2/Vs
Gate oxide: 100 nm, permittivity 3.9
Gate capacitance: 34.53 nF/cm2
Width, length: 100 um, 10 um
Overdrive, drain voltage: 5.0 V, 8.0 V
Saturated current: 43.16 uA
Transconductance: 17.27 uS
Noise density, formula: 1.9070e-25 A2/Hz
Noise density, chain: 1.9070e-25 A2/Hz
Noise current: 0.437 pA/sqrt(Hz)
Gate-referred noise: 25.3 nV/sqrt(Hz)
Number of slices: 400
gamma, saturated chain: 0.66664
Noise share of last tenth: 3.16 %
Noise at zero drain bias: 2.8605e-25 A2/Hz
Triode drain voltage: 2.0 V
Triode noise: 2.3361e-25 A2/Hz
Triode S/(4kT gm): 2.042
Triode S / zero-bias S: 0.817
Mobility exponent: 0.3; gamma: 0.6389
gamma with diffusion: 0.66491
gamma at overdrive -0.3 V: 0.5000
Source resistance: 1000 ohm; gm Rs: 0.0173
gamma with source resistance: 0.6723
f_T: 11.94 MHz
Hooge 1e-03: corner 1.81 MHz, 0.152 f_T
Hooge 1e-02: corner 18.13 MHz, 1.519 f_T
White noise ratio at lower corner: 1.00125
White noise ratio at f_T: 1.052
Sheet density at source: 1.078e+12 cm^-2
Effective mass: 0.34 electron masses
Density / (2D state density kT): 0.293
Gate field at source: 0.50 MV/cm
Mean lateral field: 0.0050 MV/cm
Dissipated power: 0.345 mW
Glass thermal conductivity: 1.1 W/(m K)
Self-heating, uniform source: 3.99 K
Energy relaxation time: 1.0 ps
Carrier heating: 1.45 K
Non-gradual end length: 50 nm
Noise share of that end: 0.035 %
Film: 30 nm, permittivity 10
Drain screening length: 88 nm
```
